# Free-electron filling of the gamma-brass Jones zone: a program that tests the result

```python
"""Jones zone of the 52-atom gamma-brass cell (body-centred cubic lattice).
Result under test: the 36 planes with G^2 = 18 ({330} and {411}) bound a zone
touched by the free-electron sphere at 18*sqrt(2)*pi electrons per cell and
holding 90 electrons per cell; Cu5Zn8 has 84.
Wave vectors are in units of 2*pi/a, a = cubic edge; positions in units of a.
G = reciprocal vector, kappa = sphere radius, S = structure factor.
"""
import itertools
import numpy as np
from scipy.spatial import HalfspaceIntersection, ConvexHull

ATOMS = 52

# Reciprocal vectors allowed by body centring
grid = np.array(list(itertools.product(range(-5, 6), repeat=3)))
allowed = grid[grid.sum(axis=1) % 2 == 0]
squares = (allowed**2).sum(axis=1)
G = allowed[squares == 18]
shorter = allowed[(squares > 0) & (squares < 18)]
kinds = [tuple(sorted(np.abs(g), reverse=True)) for g in G]
is330 = np.array([k == (3, 3, 0) for k in kinds])
is411 = np.array([k == (4, 1, 1) for k in kinds])
assert is330.sum() == 12 and is411.sum() == 24 and len(G) == 36
assert ((grid**2).sum(axis=1) == 18).sum() == 36

# Polyhedron from the half-spaces k.G <= 9
half = HalfspaceIntersection(np.c_[G, -9.0*np.ones(len(G))], np.zeros(3))
vertices = np.unique(np.round(half.intersections, 8) + 0.0, axis=0)
on_plane = np.abs(vertices @ G.T - 9) < 1e-6
faces = int((on_plane.sum(axis=0) >= 3).sum())
zone_volume = ConvexHull(vertices).volume
assert faces == 36 and len(vertices) == 38

# Volume from two tetrahedra in the wedge x >= y >= z >= 0
corner = np.array([9/4, 0, 0])
edge_point = np.array([2, 1, 0])
face_centre = np.array([3/2, 3/2, 0])
diagonal = np.array([3/2, 3/2, 3/2])
tet411 = abs(np.linalg.det([corner, edge_point, diagonal]))/6
tet330 = abs(np.linalg.det([edge_point, face_centre, diagonal]))/6
wedge_volume = 48*(tet411 + tet330)
assert abs(wedge_volume - zone_volume) < 1e-6
zone_electrons = 2*wedge_volume

# Contact: formula against explicit counting of states in a periodic box
kappa_touch = np.sqrt(18)/2
contact = 18*np.sqrt(2)*np.pi
box = 40
n = np.arange(-90, 91)
n2 = n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2
counted = 2*np.count_nonzero(4*n2 <= 18*box**2)/box**3
assert abs(counted - contact) < 0.1   # finite-box surface fluctuation

# Sphere at the composition Cu5Zn8, valences 1 and 2
ratio = (5*1 + 8*2)/13
electrons = ratio*ATOMS
kappa_f = (3*electrons/(8*np.pi))**(1/3)
height = kappa_f - kappa_touch
cap = np.pi*height**2*(kappa_f - height/3)
outside = 2*36*cap
cap_angle = np.degrees(np.arccos(kappa_touch/kappa_f))
cosines = (G @ G.T)/18
np.fill_diagonal(cosines, -1)
normal_angle = np.degrees(np.arccos(cosines.max()))
assert cap_angle < normal_angle/2

# Angular quadrature of the zone and of the sphere parts outside it
points = 200000
i = np.arange(points)
z = 1 - (2*i + 1)/points
phi = i*np.pi*(3 - np.sqrt(5))
rho = np.sqrt(1 - z*z)
u = np.c_[rho*np.cos(phi), rho*np.sin(phi), z]
radius = 9/(u @ G.T).max(axis=1)
quad_zone = 4*np.pi*np.mean(radius**3)/3
quad_out = 2*4*np.pi*np.mean(np.maximum(kappa_f**3 - radius**3, 0))/3
assert abs(radius.min() - kappa_touch) < 1e-3
assert abs(quad_zone - zone_volume) < 0.01
assert abs(quad_out - outside) < 0.005


# Atomic positions: inner and outer tetrahedra, octahedron, cuboctahedron
def cell(x):
    tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    steps = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
    length = (steps**2).sum(axis=1)
    cluster = np.vstack([x*tetra, -tetra/6, steps[length == 1]/3,
                         steps[length == 2]/3])
    return np.vstack([cluster, cluster + 0.5])


def modulus(vectors, positions):
    return np.abs(np.exp(-2j*np.pi*(vectors @ positions.T)).sum(axis=1))


ideal, moved = cell(1/6), cell(1/8)
bcc = {tuple((2*np.array(s) + shift) % 6)
       for s in itertools.product(range(3), repeat=3) for shift in (0, 1)}
bcc -= {(0, 0, 0), (3, 3, 3)}
sites = {tuple(np.rint(6*r).astype(int) % 6) for r in ideal}
assert len(ideal) == ATOMS and sites == bcc
s_ideal, s_moved = modulus(G, ideal), modulus(G, moved)
s_short = modulus(shorter, ideal)
assert np.allclose(s_ideal[is330], 52) and np.allclose(s_ideal[is411], 2)
assert np.allclose(s_short, 2)
assert np.allclose(s_moved[is330], 48)
assert np.allclose(s_moved[is411], np.sqrt(52))

# Gap at a face centre; energy unit is the free energy at that point
V = 0.02
m = np.arange(-6, 6)
H = np.diag((2.0*m + 1)**2) + V*(np.eye(12, k=1) + np.eye(12, k=-1))
levels = np.linalg.eigvalsh(H)
gap = levels[1] - levels[0]
assert abs(gap/(2*V) - 1) < 1e-3
assert contact < electrons < zone_electrons

print("Wave vectors in 2pi/a; volumes in (2pi/a)^3")
print(f"{{330}} planes: {is330.sum()}; {{411}} planes: {is411.sum()}")
print(f"faces: {faces}; vertices: {len(vertices)}")
print(f"allowed nonzero G with G^2 < 18: {len(shorter)}")
print(f"distance of every face: {kappa_touch:.5f}")
print(f"contact, formula: {contact:.4f} electrons/cell")
print(f"contact, counted states: {counted:.4f} electrons/cell")
print(f"contact: {contact/ATOMS:.4f} electrons/atom")
print(f"wedge tetrahedron under {{411}}: {tet411:.4f}")
print(f"wedge tetrahedron under {{330}}: {tet330:.4f}")
print(f"zone volume, wedge: {wedge_volume:.4f}")
print(f"zone volume, half-spaces: {zone_volume:.4f}")
print(f"zone volume, angular quadrature: {quad_zone:.4f}")
print(f"zone capacity: {zone_electrons:.4f} electrons/cell")
print(f"zone capacity: {zone_electrons/ATOMS:.4f} electrons/atom")
print(f"Cu5Zn8: {electrons:.4f} electrons/cell")
print(f"Cu5Zn8: {ratio:.4f} electrons/atom")
print(f"Cu5Zn8 filling / contact filling: {electrons/contact:.4f}")
print(f"sphere radius at Cu5Zn8: {kappa_f:.5f}")
print(f"sphere radius / face distance: {kappa_f/kappa_touch:.5f}")
print(f"cap height: {height:.5f}")
print(f"volume of one cap: {cap:.6f}")
print(f"cap half-angle: {cap_angle:.2f} degrees")
print(f"smallest angle between normals: {normal_angle:.2f} degrees")
print(f"electrons outside, caps: {outside:.4f} per cell")
print(f"electrons outside, quadrature: {quad_out:.4f} per cell")
print(f"electrons inside zone: {electrons - outside:.4f} per cell")
print(f"fraction outside: {100*outside/electrons:.3f} percent")
print(f"empty states inside: {zone_electrons-electrons+outside:.4f} per cell")
print(f"|S| at x=1/6, {{330}}: {s_ideal[is330][0]:.4f}")
print(f"|S| at x=1/6, {{411}}: {s_ideal[is411][0]:.4f}")
print(f"|S| at x=1/6, all shorter allowed G: {s_short.max():.4f}")
print(f"|S| at x=1/8, {{330}}: {s_moved[is330][0]:.4f}")
print(f"|S| at x=1/8, {{411}}: {s_moved[is411][0]:.4f}")
print(f"test V: {V:.4f} of free face-centre energy")
print(f"diagonalized gap: {gap:.6f} of free face-centre energy")
print("OK")
```

Running it gives:

```
Wave vectors in 2pi/a; volumes in (2pi/a)^3
{330} planes: 12; {411} planes: 24
faces: 36; vertices: 38
allowed nonzero G with G^2 < 18: 140
distance of every face: 2.12132
contact, formula: 79.9719 electrons/cell
contact, counted states: 79.9418 electrons/cell
contact: 1.5379 electrons/atom
wedge tetrahedron under {411}: 0.5625
wedge tetrahedron under {330}: 0.3750
zone volume, wedge: 45.0000
zone volume, half-spaces: 45.0000
zone volume, angular quadrature: 45.0000
zone capacity: 90.0000 electrons/cell
zone capacity: 1.7308 electrons/atom
Cu5Zn8: 84.0000 electrons/cell
Cu5Zn8: 1.6154 electrons/atom
Cu5Zn8 filling / contact filling: 1.0504
sphere radius at Cu5Zn8: 2.15635
sphere radius / face distance: 1.01652
cap height: 0.03503
volume of one cap: 0.008270
cap half-angle: 10.34 degrees
smallest angle between normals: 27.27 degrees
electrons outside, caps: 0.5954 per cell
electrons outside, quadrature: 0.5954 per cell
electrons inside zone: 83.4046 per cell
fraction outside: 0.709 percent
empty states inside: 6.5954 per cell
|S| at x=1/6, {330}: 52.0000
|S| at x=1/6, {411}: 2.0000
|S| at x=1/6, all shorter allowed G: 2.0000
|S| at x=1/8, {330}: 48.0000
|S| at x=1/8, {411}: 7.2111
test V: 0.0200 of free face-centre energy
diagonalized gap: 0.040000 of free face-centre energy
OK
```
